# Why Graphene Spinors Forbid 180-Degree Intraband Remote-Phonon Scattering

## Definitions and the model

Graphene has two carbon atoms per cell, on sublattices A and B. Near one corner $\mathbf K$ of its Brillouin zone (one valley), an electron state is specified by a small wavevector $\mathbf k$, measured from $\mathbf K$, and by two amplitudes $(c_A,c_B)$. To lowest order in $k$, without a gap, the Hamiltonian for these amplitudes is

$$H(\mathbf k)=\hbar v\,\boldsymbol\sigma\cdot\mathbf k=\hbar v k\begin{pmatrix}0&e^{-i\varphi}\\ e^{i\varphi}&0\end{pmatrix},$$

where $v$ is the band velocity, $k=|\mathbf k|$, $\varphi$ is the direction of $\mathbf k$, and the Pauli matrices act on the sublattice amplitudes, not on the electron's real spin. Energies are measured from the Dirac point, where the bands touch.

A gate dielectric near the sheet has surface optical phonons whose electric fields reach the electrons. Scattering by these fields is called remote-phonon scattering. An electron goes from $\mathbf k$ to $\mathbf k'$ while a phonon of energy $\hbar\omega$ is absorbed or emitted. The angle $\theta$ lies between $\mathbf k$ and $\mathbf k'$, so $\theta=180^\circ$ means that the wavevector is reversed, though its length may change. The process is intraband if both states lie in the conduction band or both in the valence band. Rates are taken to first order in the electron–phonon coupling (the golden rule).

## Length sets the energy, direction sets the spinor

Try the amplitudes $(1,se^{i\varphi})/\sqrt2$ with $s=\pm1$:

$$H\,\frac1{\sqrt2}\begin{pmatrix}1\\ se^{i\varphi}\end{pmatrix}
=\frac{\hbar vk}{\sqrt2}\begin{pmatrix}s\\ e^{i\varphi}\end{pmatrix}
=s\hbar vk\,\frac1{\sqrt2}\begin{pmatrix}1\\ se^{i\varphi}\end{pmatrix}.$$

The last step uses $s^2=1$. These are therefore the eigenstates, with energy $s\hbar vk$; $s=+1$ is the conduction band and $s=-1$ the valence band. The length $k$ appears in the energy but not in the spinor. A phonon that changes the electron's energy changes $k$, and this alone leaves the spinor as it was.

## What the phonon potential does to the spinor

Write the Bloch state as a sum over atoms at positions $\mathbf r_j$, with amplitude $c_j e^{i(\mathbf K+\mathbf k)\cdot\mathbf r_j}/\sqrt N$, where $N$ is the number of cells and $c_j$ is $c_A$ or $c_B$. Let the potential energy be $V_q e^{i\mathbf q\cdot\mathbf r}$ in the sheet. If it varies little across an atom, and the overlap of neighbouring orbitals is neglected, it multiplies each atomic amplitude by its local value. Hence

$$\langle\mathbf k'|V|\mathbf k\rangle=\frac{V_q}{N}\sum_j c_j'^{*}c_j\,e^{i(\mathbf k+\mathbf q-\mathbf k')\cdot\mathbf r_j}.$$

For $\mathbf k'=\mathbf k+\mathbf q$ every exponential is 1, and the $N$ atoms of each sublattice give

$$\langle\mathbf k'|V|\mathbf k\rangle=V_q\,(c_A'^{*}c_A+c_B'^{*}c_B).$$

The potential acts as a number times the $2\times2$ identity. The bracket is the overlap of the spinors:

$$\langle\mathbf k',s'|\mathbf k,s\rangle=\tfrac12\left[1+ss'e^{i(\varphi-\varphi')}\right].$$

Its squared magnitude is

$$F=\tfrac14\left[1+ss'e^{i(\varphi-\varphi')}\right]\left[1+ss'e^{-i(\varphi-\varphi')}\right]=\frac{1+ss'\cos\theta}{2}.$$

For intraband scattering $ss'=1$, so

$$F(\theta)=\frac{1+\cos\theta}{2}=\cos^2\frac\theta2,\qquad F(180^\circ)=0.$$

Neither $k$ nor $k'$ occurs in $F$. The zero therefore holds for elastic scattering, phonon emission and phonon absorption alike, as long as the electron stays in its band.

## The reason without the algebra

Let $\mathbf n$ be the unit vector along $\mathbf k$, and define $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$. For a reversed final wavevector $\mathbf k'=-k'\mathbf n$, the two Hamiltonians are

$$H(\mathbf k)=\hbar vk\,\sigma_n,\qquad H(\mathbf k')=-\hbar vk'\,\sigma_n.$$

A conduction state has positive energy. The initial state must then have $\sigma_n=+1$, and the final state $\sigma_n=-1$. Letting $\sigma_n$ act to the right and then to the left gives

$$\langle\mathbf k'|\mathbf k\rangle=\langle\mathbf k'|\sigma_n|\mathbf k\rangle=-\langle\mathbf k'|\mathbf k\rangle,$$

so the overlap is zero. The lengths $k$ and $k'$ set the sizes of the energies but not the signs of $\sigma_n$.

The operator $\sigma_n$ has a direct meaning, though it commutes with $H$ only for wavevectors along $\mathbf n$ and is not conserved in general. The velocity operator is $\hbar^{-1}\partial H/\partial\mathbf k=v\boldsymbol\sigma$, so $v\sigma_n$ is the velocity along $\mathbf n$. A scalar potential commutes with it. Such a potential can change the electron's momentum along $\mathbf n$, and its energy if the potential depends on time, but it has no matrix element that turns velocity $+v$ into $-v$.

Time reversal gives a related but narrower argument. Within one valley, define $T(a,b)=(b^*,-a^*)$. This operation reverses all three Pauli matrices, so it turns an eigenstate of $H(\mathbf k)$ into one of $H(-\mathbf k)$ at the same energy. The two are orthogonal, since $\langle T\psi|\psi\rangle=ba-ab=0$. That settles elastic backscattering, where $k'=k$. For $k'\ne k$ one more fact is needed: the spinor at $-k'\mathbf n$ is the same as at $-k\mathbf n$. The linear gapless Hamiltonian supplies it.

## When the electron crosses the Dirac point

The word "intraband" is essential. If a conduction electron has less energy than the phonon it emits, it ends in the valence band. Then $ss'=-1$ and

$$F_{\rm inter}(\theta)=\frac{1-\cos\theta}{2},\qquad F_{\rm inter}(180^\circ)=1.$$

This agrees with the velocity argument. In the valence band velocity points against $\mathbf k$, so an electron whose wavevector is reversed and whose band has changed still moves in its original direction.

The form of the coupling is essential too. A potential of opposite sign on A and B is proportional to $\sigma_z$, which turns $(1,e^{i\varphi})$ into $(1,-e^{i\varphi})$. That is the conduction spinor of the reversed wavevector, so the intraband factor at $180^\circ$ becomes 1.

## The phonon itself does not vanish at 180 degrees

The zero could be confused with a weak phonon field at large $q$, so the field strength is worth deriving. Outside the charged surface the potential obeys Laplace's equation. A wave $e^{i\mathbf q\cdot\mathbf r}$ along the surface must then vary as $e^{-q|z|}$ with the distance $z$ from it, because the second derivatives give $-q^2+q^2=0$. For surface amplitude $\phi_0$ the field energy per area is proportional to

$$\int_{-\infty}^{\infty}2q^2|\phi_0|^2e^{-2q|z|}\,dz=2q|\phi_0|^2.$$

The factor $2q^2$ is the sum of equal contributions from the fields along and normal to the surface. For a thick dielectric with a flat surface and a phonon energy independent of $q$, the total mode energy scales in the same way. A quantum oscillator has a fixed zero-point energy $\hbar\omega/2$, hence $|\phi_0|^2\propto1/q$. At a distance $d$ the squared coupling is therefore

$$|V_q|^2\propto\frac{e^{-2qd}}q,\qquad q=\sqrt{k^2+k'^2-2kk'\cos\theta}.$$

At $180^\circ$ this gives $q=k+k'$, where the coupling is finite. The golden-rule rate per unit angle is proportional to $|V_q|^2F(\theta)$; energy conservation fixes $k'$, and the density of final states is the same at every angle.

## Numbers for a gate stack

Take a sheet at $d=0.35$ nm from a dielectric resembling hafnium oxide, with one phonon of 50 meV and $v=10^6$ m/s. The electron starts at 150 meV, which is also the Fermi energy, and the temperature is 300 K. These are rough typical values. With $\hbar v=658.2$ meV nm,

$$k=\frac{150}{658.2}=0.228\ \text{nm}^{-1}.$$

Four states per wavevector (two spins, two valleys) give a zero-temperature density $k^2/\pi=1.65\times10^{12}$ cm$^{-2}$.

Emission leaves the electron at 100 meV, with $k'=0.152$ nm$^{-1}$. Absorption takes it to 200 meV, with $k'=0.304$ nm$^{-1}$. For complete reversal,

$$q_{\rm em}=0.228+0.152=0.380\ \text{nm}^{-1},\qquad q_{\rm abs}=0.228+0.304=0.532\ \text{nm}^{-1}.$$

The function $e^{-2qd}/q$ is then 2.02 nm for emission and 1.30 nm for absorption, against 12.5 nm for either process at $0^\circ$. The phonon field favours small angles but still offers a finite coupling for reversal. The spinor factor makes the rate zero.

It is a zero at one angle, not over a range. With $\epsilon=\pi-\theta$ in radians,

$$F=\sin^2(\epsilon/2)\approx\epsilon^2/4.$$

Thus $F$ is 0.0076 at $170^\circ$, 0.067 at $150^\circ$ and 0.25 at $120^\circ$. Resistance does not vanish, because turns through other angles still reduce the electron's velocity along its original direction.

## Momentum, velocity and mobility

The fraction of the initial momentum lost along $\mathbf k$ in one event is $1-r\cos\theta$, with $r=k'/k$. To isolate the spinor, first hold $|V_q|^2$ constant. The momentum-loss rate with the spinor, divided by that without it, is

$$R=\frac{\int_0^\pi(1-r\cos\theta)\frac{1+\cos\theta}{2}\,d\theta}{\int_0^\pi(1-r\cos\theta)\,d\theta}.$$

The integral of $\cos\theta$ over this range is zero and that of $\cos^2\theta$ is $\pi/2$. The numerator is $\frac12(\pi-r\pi/2)$ and the denominator is $\pi$, so

$$R=\frac12\left(1-\frac r2\right).$$

For emission $r=2/3$ and $R=0.333$; for absorption $r=4/3$ and $R=0.167$.

With the phonon coupling $e^{-2qd}/q$ restored, numerical integration gives $R=0.502$ for emission and $R=-0.024$ for absorption. The negative value means a small net gain of momentum along $\mathbf k$. Absorption lengthens the wavevector, and $1-r\cos\theta$ is negative when $\cos\theta>1/r=0.75$, that is, for angles below about $41^\circ$. The phonon field favours these angles, while the spinor suppresses the large-angle events that would outweigh them. The balance is close and depends on the distance: at $d=0.2$ nm the ratio is $+0.007$.

This gain is not a gain in speed. The electron's speed is $v$ at every energy, so the fractional loss of velocity along $\mathbf k$ is $1-\cos\theta$, which is never negative. For constant coupling the spinor multiplies the rate of velocity loss by

$$\frac1\pi\int_0^\pi(1-\cos\theta)\frac{1+\cos\theta}{2}\,d\theta=\frac1{2\pi}\int_0^\pi\sin^2\theta\,d\theta=\frac14,$$

whatever the energy change. Current follows velocity, so momentum loss alone does not determine mobility. A mobility also needs the absolute coupling, an average over electron energies, and the electrons scattered into each state.

The part played by near-reversal can be read from emission. Without the spinor, angles between $150^\circ$ and $180^\circ$ supply 17.3% of the momentum loss; with it they supply 0.78%. For absorption the first figure is 41.4% of the net loss, to which small angles contribute negatively. The second has no meaning as a share, because the total has changed sign.

## How a gap fills the zero and trigonal warping moves it

Any two-band Hamiltonian whose traceless part is $\boldsymbol\sigma\cdot\mathbf g(\mathbf k)$ can be treated in one step. Let $\hat{\mathbf g}$ be the unit vector along $\mathbf g$. The projector on the upper band is $P=(1+\boldsymbol\sigma\cdot\hat{\mathbf g})/2$. Since the Pauli matrices have zero trace and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$,

$$F=\mathrm{Tr}(P'P)=\frac{1+\hat{\mathbf g}'\cdot\hat{\mathbf g}}2.$$

The zero requires $\hat{\mathbf g}'=-\hat{\mathbf g}$. For energy-changing reversal, $\hat{\mathbf g}$ must change sign with $\mathbf k$ and also be independent of its length. Two corrections violate this.

**A gap.** A term $m\sigma_z$ opens a gap $2m$ and tilts $\hat{\mathbf g}$ out of the plane by an angle $\delta$, where $\sin\delta=m/E$. The final state has $\sin\delta'=m/E'$. For opposite wavevectors the in-plane parts point oppositely and the $z$ parts agree, so

$$\hat{\mathbf g}'\cdot\hat{\mathbf g}=-\cos\delta\cos\delta'+\sin\delta\sin\delta'=-\cos(\delta+\delta'),$$

$$F(180^\circ)=\sin^2\frac{\delta+\delta'}2.$$

For an illustrative 10 meV gap, $m=5$ meV. Emission has $\delta\approx5/150=0.033$ and $\delta'\approx5/100=0.050$, giving $F\approx(0.0417)^2=1.7\times10^{-3}$. For absorption the value is $8.5\times10^{-4}$. The electron energies here are measured from the middle of the gap.

**Trigonal warping.** Let $a$ be the bond length, 0.142 nm, and $t$ the nearest-neighbour hopping energy. Choose axes with bonds at angles $\beta_j=90^\circ,210^\circ,330^\circ$ and $\mathbf K$ along $x$. The phases at $\mathbf K$ are then $e^{i\mathbf K\cdot\boldsymbol\delta_j}=ie^{-i\beta_j}$, where $\boldsymbol\delta_j$ is the bond vector. Expanding the hopping sum to second order gives

$$H_{AB}=-t\sum_j ie^{-i\beta_j}\left[1+ika\cos(\beta_j-\varphi)-\tfrac12k^2a^2\cos^2(\beta_j-\varphi)\right].$$

Write the cosines as exponentials. The three bond directions cancel every term except those in which $\beta_j$ drops out or occurs as $3\beta_j$. What remains is

$$H_{AB}=\tfrac32tak\,e^{-i\varphi}\left[1-\tfrac{ka}4e^{3i\varphi}\right].$$

The first term is the Dirac model with $\hbar v=3ta/2$. The second turns the in-plane direction of $\hat{\mathbf g}$ from $\varphi$ to $\varphi+(ka/4)\sin3\varphi$. At the reversed wavevector $\sin3\varphi$ changes sign, so the two directions miss being opposite by $(k+k')(a/4)\sin3\varphi$. Therefore

$$F(180^\circ)\approx\left[\frac{(k+k')a}8\right]^2\sin^23\varphi.$$

Its largest value for emission is $(0.380\times0.142/8)^2=4.5\times10^{-5}$. Diagonalizing the full nearest-neighbour Hamiltonian, with $k$ and $k'$ adjusted to the stated energies and directions sampled every $5^\circ$, gives $4.55\times10^{-5}$, which agrees with the unrounded estimate within 1%. For absorption it gives $8.9\times10^{-5}$. Warping also spoils the elastic zero at exactly $180^\circ$: setting $k'=k$ does not remove the mismatch. Unlike a gap, however, warping keeps $\hat{\mathbf g}$ in the plane, so $\hat{\mathbf g}'=-\hat{\mathbf g}$ is still reached at a nearby angle, $\theta\approx\pi+(k+k')(a/4)\sin3\varphi$. The zero is moved, not removed: for $\varphi=30^\circ$ it lies at about $180.8^\circ$ for emission and $181.1^\circ$ for absorption, and it stays at $180^\circ$ in the directions where $\sin3\varphi=0$.

## The model beside a real gate stack

The density and phonon energy are in the range met in graphene devices on high-k oxides, but one phonon and one sharp distance are simplifications. A real oxide has several polar modes, and these can mix with the collective motion of the electrons.

Screening changes the momentum-loss ratios appreciably. A static Thomas–Fermi estimate with a rough background dielectric constant $\kappa=3$ divides $|V_q|^2$ by $(1+q_{\rm TF}/q)^2$, where

$$q_{\rm TF}=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v}\,4k=0.665\ \text{nm}^{-1}.$$

This weakens small-$q$ events most. At fixed energies and distance, $R$ moves from 0.502 to 0.302 for emission and from $-0.024$ to 0.184 for absorption. A 50 meV field is not static, so these figures show sensitivity and are not corrected predictions. Scalar screening multiplies the coupling by a number and leaves the zero of $F$ in place.

Occupation affects the two channels differently. At 300 K the phonon occupation is 0.169. With the chemical potential kept at 150 meV, the probability that the final state is empty is 0.126 after emission and 0.874 after absorption. The products $1.169\times0.126$ and $0.169\times0.874$ are both about 0.15. For an electron at the chemical potential, blocking thus offsets the larger emission factor. If the density is instead held at its zero-temperature value, the chemical potential falls to about 142.5 meV, and the products for the same 150 meV electron become 0.19 and 0.15. Blocking does not alter the angular factor.

Transfer to the other valley lies outside the one-valley result, but it needs $q\approx17$ nm$^{-1}$. With $q$ set equal to the distance between the valleys, $e^{-2qd}/q$ is $1.9\times10^{-7}$ of its value for intravalley reversal by emission, and $3.0\times10^{-7}$ for absorption, before any spinor factor. The small wavevectors $\mathbf k$ and $\mathbf k'$ change these ratios by a factor of up to about 1.5, depending on their directions. This remote field is too smooth to make that route important here.

Higher orders in the coupling are a separate limit. Suppose an electron initially along $\varphi=0$ passes through a conduction state at angle $\varphi_1$ before reaching $180^\circ$. The product of the two overlaps is

$$\tfrac14(1-e^{i\varphi_1})(1+e^{-i\varphi_1})=-\tfrac i2\sin\varphi_1,$$

which need not vanish. The single-overlap argument does not decide the sum over paths. For a static potential and $\mathbf k'=-\mathbf k$, the two orders of a pair of momentum transfers pass through opposite intermediate wavevectors at the same energy; their propagators add to a multiple of the identity, and the second-order amplitude cancels. When each step changes the energy, as with two phonons, the two orders generally do not cancel. The prohibition established here concerns one scalar phonon event, within one band and one valley of the linear gapless model.

Numerical values quoted here were computed with a short program.
